# How much do rounded PBE constants change neon and argon energies?

## Question

PBE has no parameters fitted to molecules, and its formula is fixed. I therefore assumed that "PBE" names one functional numerically as well: with the same basis and converged grids, two programs should agree on a total energy to every converged digit. Now I see the gradient coefficient written as 0.21951 in one source code and as 0.2195149727645171 in another, and the PW92 correlation constants also come with different numbers of digits. Does this matter? How far apart can the total energies of neon and argon be for this reason alone?

## Answer

The formula is one; the decimal numbers put into it are not. Each choice of digits defines a slightly different functional, and the resulting difference survives any refinement of grid or basis. Its size follows from the derivative of the energy with respect to each constant.

### Where the constants sit

I use Hartree atomic units and a closed shell, so the spin polarization is zero everywhere. With density $n$, define

$$k_F=(3\pi^2n)^{1/3},\quad s=\frac{|\nabla n|}{2k_Fn},\quad t^2=\frac{\pi|\nabla n|^2}{16k_Fn^2},\quad r_s=\Big(\frac{3}{4\pi n}\Big)^{1/3}.$$

The exchange energy is

$$E_x=\int n\,\varepsilon_x\Big[1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa}\Big]d^3r,\qquad \varepsilon_x=-\frac{3k_F}{4\pi},$$

with $\kappa=0.804$. The correlation energy is $E_c=\int n(\varepsilon_c+H)\,d^3r$. Its uniform-gas part is the PW92 form

$$\varepsilon_c=-2a(1+\alpha_1r_s)\ln\Big(1+\frac{1}{2aQ}\Big),$$

$$Q=7.5957\,r_s^{1/2}+3.5876\,r_s+1.6382\,r_s^{3/2}+0.49294\,r_s^2,$$

with $\alpha_1=0.21370$. The gradient part can be written compactly as

$$H=\gamma\ln(1+ug),\quad u=e^{-\varepsilon_c/\gamma}-1,\quad y=\frac{\beta t^2}{\gamma u},\quad g=\frac{y+y^2}{1+y+y^2}.$$

Since $\varepsilon_c<0$, $u$ is positive. Four constants are varied here; the others are held fixed.

| | long | short |
|---|---|---|
| $\mu$ | 0.21951497 | 0.21951 |
| $\beta$ | 0.06672455 | 0.066725 |
| $a$ | 0.0310907 | 0.031091 |
| $\gamma$ | 0.03109069 | 0.031091 |

The long $\mu$, $\beta$ and $\gamma$ are shown to eight decimals but used with more.

There is a third plausible $\mu$, because $\mu$ and $\beta$ are linked. For a small gradient, $y\to0$ and $g\to y$, so $H\to\gamma uy=\beta t^2$. The leading gradient terms per volume are then

$$n\varepsilon_x\mu s^2=-\frac{3\mu|\nabla n|^2}{16\pi k_Fn},\qquad n\beta t^2=\frac{\pi\beta|\nabla n|^2}{16k_Fn}.$$

PBE makes them cancel, which requires $\mu=\pi^2\beta/3$. A program that stores the short $\beta$ and computes $\mu$ from it gets $\mu=0.21951645$. A program that stores both short values breaks the cancellation by about $3\times10^{-5}$ of the exchange term.

### Why the density may be held fixed

Let $D$ be the density matrix and $p$ one of the constants. The self-consistent energy is $E(p)=E[D(p),p]$, so

$$\frac{dE}{dp}=\frac{\partial E}{\partial p}\bigg|_D+\frac{\partial E}{\partial D}\cdot\frac{dD}{dp}.$$

The self-consistent $D$ makes the energy stationary against all changes that keep the orbitals orthonormal within the fixed basis. The change $dD/dp$ is of this kind, so the second term vanishes. In the first term, $p$ occurs only in $E_{xc}$. To first order, therefore,

$$\Delta E=\sum_p\frac{\partial E_{xc}}{\partial p}\bigg|_n\Delta p .$$

This assumes a converged solution that varies smoothly with $p$. It would fail if the change of constants switched the calculation to another solution.

### The four derivatives

**Exchange, $\mu$.** Differentiating $-\kappa(1+\mu s^2/\kappa)^{-1}$ gives $+\kappa(1+\mu s^2/\kappa)^{-2}\,s^2/\kappa$, so

$$\frac{\partial E_x}{\partial\mu}=\int n\,\varepsilon_x\frac{s^2}{(1+\mu s^2/\kappa)^2}\,d^3r .$$

Because $\varepsilon_x<0$, a larger $\mu$ lowers the energy.

**Correlation, $\beta$.** Here $u$ is fixed and $\partial y/\partial\beta=y/\beta$. Writing $g=1-1/(1+y+y^2)$ gives $g'=(1+2y)/(1+y+y^2)^2$. Hence

$$\frac{\partial H}{\partial\beta}=\frac{\gamma\,u\,g'\,y}{\beta(1+ug)}>0,$$

and a larger $\beta$ raises the energy.

**Uniform-gas prefactor, $a$.** The logarithm in $\varepsilon_c$ has the derivative

$$\frac{\partial}{\partial a}\ln\Big(1+\frac1{2aQ}\Big)=\frac{-1/(2a^2Q)}{1+1/(2aQ)}=-\frac{1}{a(1+2aQ)}.$$

The product rule then gives

$$\frac{\partial\varepsilon_c}{\partial a}=\frac{\varepsilon_c}{a}+\frac{2(1+\alpha_1r_s)}{1+2aQ}.$$

To find its sign, set $x=1/(2aQ)$, so that $1/(1+2aQ)=x/(1+x)$. The derivative becomes $-2(1+\alpha_1r_s)[\ln(1+x)-x/(1+x)]$. The bracket is zero at $x=0$ and has slope $x/(1+x)^2>0$, so $\partial\varepsilon_c/\partial a<0$.

A change of $\varepsilon_c$ also changes $H$, through $u$. We have $\partial u/\partial\varepsilon_c=-(1+u)/\gamma$. Since $y\propto1/u$, also $\partial y/\partial u=-y/u$, and therefore $\partial(ug)/\partial u=g-yg'$. Thus

$$\frac{\partial H}{\partial\varepsilon_c}=-\frac{(1+u)(g-yg')}{1+ug},$$

$$\frac{\partial(\varepsilon_c+H)}{\partial a}=\Big(1+\frac{\partial H}{\partial\varepsilon_c}\Big)\frac{\partial\varepsilon_c}{\partial a}.$$

Over the common denominator, the factor in parentheses is $[1-g+(1+u)yg']/(1+ug)$. This is positive because $g<1$, so a larger $a$ lowers the energy. For large $y$ at fixed $u$, $g\to1$ and $yg'\to0$, and the factor tends to zero: there $H$ cancels $\varepsilon_c$ together with any error in it.

**Logarithm coefficient, $\gamma$.** It enters as a prefactor, through $u$ and through $y$:

$$\frac{\partial u}{\partial\gamma}=\frac{(1+u)\varepsilon_c}{\gamma^2},\qquad \frac{\partial y}{\partial\gamma}=-y\Big(\frac1\gamma+\frac1u\frac{\partial u}{\partial\gamma}\Big),$$

$$\frac{\partial H}{\partial\gamma}=\ln(1+ug)+\frac{\gamma}{1+ug}\Big(g\frac{\partial u}{\partial\gamma}+ug'\frac{\partial y}{\partial\gamma}\Big).$$

The terms have different signs, so the sign of the integral is left to the numbers.

### Neon and argon

The calculations are nonrelativistic, with a point nucleus and an uncontracted Gaussian basis of 18 s and 12 p shells. With the long constants the energies in this basis are $-128.866$ hartree for neon and $-527.343$ hartree for argon. The argon value is not at the basis limit: a basis of 28 s and 18 p shells lowers it by 2.8 millihartree, to $-527.346$, and lowers neon by 0.14 millihartree. In that larger basis the derivatives below move by at most 0.0005, and the spreads are unchanged to the digits given. The derivatives, in hartree per unit change of the constant's numerical value in atomic units, are:

| | $\mu$ | $\beta$ | $a$ | $\gamma$ |
|---|---|---|---|---|
| Ne | −3.896 | 2.503 | −8.342 | 4.065 |
| Ar | −8.369 | 4.620 | −17.719 | 8.503 |

The numerical check compares them with differences of self-consistent energies, in which the density is free to respond.

Replace all four long constants by the short ones. For neon the $\mu$ term is $(-3.896)(-4.97\times10^{-6})=+19.4\times10^{-6}$ hartree. With the other three terms, in microhartree,

$$\Delta E_{\rm Ne}=19.37+1.12-2.50+1.26=19.25,$$

$$\Delta E_{\rm Ar}=41.61+2.08-5.32+2.63=41.00 .$$

Full self-consistent calculations give the same 19.25 and 41.00.

Now keep the short $\beta$, $a$ and $\gamma$, but compute $\mu$ from the short $\beta$. The shifts from the long set become $-5.9$ microhartree for neon and $-13.0$ for argon. The sign has changed, although both programs could say that they use $\beta=0.066725$.

For the full spread, let each constant be chosen independently: three values of $\mu$ and two of each other constant, 24 sets in all. In a sum of independent linear terms, each term can be brought to its own largest or smallest value. If $w_p$ is the distance between the extreme values of $p$, then

$$E_{\max}-E_{\min}=\sum_p\left|\frac{\partial E_{xc}}{\partial p}\right|w_p .$$

The widths for $\mu,\beta,a,\gamma$ are $6.45$, $0.449$, $0.300$ and $0.309$, in units of $10^{-6}$. In microhartree, and in the same order,

$$\text{Ne: }25.1+1.1+2.5+1.3=30.0,$$

$$\text{Ar: }54.0+2.1+5.3+2.6=64.0 .$$

These are 0.82 meV and 1.74 meV, or about $2\times10^{-7}$ and $1\times10^{-7}$ of the respective total energies. Solving all 24 cases self-consistently gives the same spreads. The lowest energy belongs to the largest $\mu$ and $a$ with the smallest $\beta$ and $\gamma$, and the highest energy to the opposite choice, as the signs of the derivatives require.

The constant $\mu$ supplies 84 percent of the spread in both atoms. Per unit absolute change, the derivative with respect to $a$ is about twice as large, but the list of values is more than fourteen times wider for $\mu$ than for any other constant. Since $\mu$ is about seven times larger than $a$, relative changes give the fairer comparison. Multiplying each derivative in the table by its constant gives $|p\,\partial E_{xc}/\partial p|=0.855$ hartree for $\mu$ and $0.259$ for $a$ in neon, and smaller values for $\beta$ and $\gamma$, so per relative change $\mu$ is the most sensitive of the four. Its relative width, $2.9\times10^{-5}$, is also about three times that of $a$ or $\gamma$ and about four times that of $\beta$. Both factors contribute to its share.

### What the numbers do and do not say

The 24 sets are a declared list, not a survey of programs, and another list gives another spread. Differing digits do occur in published code, however. The libxc collection contains two versions of PW92, called PW and PW_MOD, which at zero polarization correspond to $a=0.031091$ and $a=0.0310907$. On the neon density their uniform-gas correlation energies differ by $-2.8$ microhartree. Within PBE the same change of $a$ gives $-2.5$, because $H$ cancels part of it. The spreads of 30 and 64 microhartree are not bounds, even within libxc. Its PBE_MOD exchange gives the same shift as the $\mu$ rebuilt from the short $\beta$. Its PBE_GAUSSIAN exchange and correlation entries together raise the energy by 22.8 microhartree for neon and 47.6 for argon on the same densities, above the highest of the 24 sets, which lie at 21.8 and 46.3.

The spread is also not grid noise. With the same constants, two separate calculations on different grids agreed to better than 0.001 microhartree for both atoms.

Nor is it a measure of accuracy. A poorer basis changed the energies by 4.9 millihartree for neon and 48 millihartree for argon, far more than the spread, yet the spread itself changed by less than 0.1 percent. For these two uncontracted bases, the basis error nearly cancels when two sets of constants are compared in one basis, and the rounding difference remains visible. The spread is an integral over the density, so it changes with the basis only as much as the density does, and the figure of 0.1 percent should not be carried over to much poorer bases. None of this tells how close PBE is to the true energy.

Two extensions need their own calculation. In open shells the spin-polarized PW92 constants enter as well; they drop out here because their terms vanish at zero polarization. For an energy difference, such as a binding energy, the shift is governed by the difference of the derivatives between the two systems, which may be much smaller than either one.

If two programs, using the same basis and grids converged well below this level, disagree at the level of $10^{-5}$ hartree, first compare their values of $\mu$, $\beta$, $a$ and $\gamma$, and also of $\kappa$ and the remaining PW92 constants, which were held fixed here but can be stored with other digits too ($\partial E/\partial\kappa$ is $-0.22$ hartree for neon and $-0.36$ for argon). Then evaluate $E_{xc}$ with both sets on one converged density. By the stationarity argument, that single evaluation predicts the difference of the self-consistent energies to first order, and whatever remains must come from something else.

## Numbers as computed

```
order of constants: mu beta a gamma (atomic units)
long set: 0.21951497 0.06672455 0.03109070 0.03109069
short set: 0.21951000 0.06672500 0.03109100 0.03109100
mu rebuilt from short beta: 0.21951645
uncancelled gradient fraction, short set: -2.939e-05
number of constant sets: 24
list widths (1e-6): 6.4512 0.4494 0.3000 0.3091
Ne energy, long set: -128.8662901 hartree
Ne minus PySCF/libxc: 0.0000 microhartree
Ne dE/dmu: formula -3.8960, SCF -3.8960 hartree
Ne dE/dbeta: formula 2.5025, SCF 2.5025 hartree
Ne dE/da: formula -8.3423, SCF -8.3424 hartree
Ne dE/dgamma: formula 4.0653, SCF 4.0653 hartree
Ne short-constant shifts, mu beta a gamma (microhartree):
    19.374 1.125 -2.503 1.257
Ne full short set, SCF shift: 19.252 microhartree
Ne same with rebuilt mu: -5.881 microhartree
Ne spread parts, mu beta a gamma (microhartree):
    25.134 1.125 2.503 1.257
Ne spread from formula: 30.018 microhartree
Ne spread from SCF: 30.018 microhartree
Ne spread from SCF: 0.8168 meV
Ne share of mu in spread: 83.7 percent
Ne lowest-energy set: 0.21951645 0.06672455 0.03109100 0.03109069
Ne highest-energy set: 0.21951000 0.06672500 0.03109070 0.03109100
Ne libxc PW minus PW_MOD: -2.843 microhartree
Ne poorer-basis energy change: 4.940 millihartree
Ne poorer-basis spread: 30.015 microhartree
Ar energy, long set: -527.3432362 hartree
Ar minus PySCF/libxc: 0.0002 microhartree
Ar dE/dmu: formula -8.3685, SCF -8.3685 hartree
Ar dE/dbeta: formula 4.6195, SCF 4.6196 hartree
Ar dE/da: formula -17.7189, SCF -17.7189 hartree
Ar dE/dgamma: formula 8.5030, SCF 8.5031 hartree
Ar short-constant shifts, mu beta a gamma (microhartree):
    41.615 2.076 -5.316 2.629
Ar full short set, SCF shift: 41.004 microhartree
Ar same with rebuilt mu: -12.984 microhartree
Ar spread parts, mu beta a gamma (microhartree):
    53.987 2.076 5.316 2.629
Ar spread from formula: 64.007 microhartree
Ar spread from SCF: 64.007 microhartree
Ar spread from SCF: 1.7417 meV
Ar share of mu in spread: 84.3 percent
Ar lowest-energy set: 0.21951645 0.06672455 0.03109100 0.03109069
Ar highest-energy set: 0.21951000 0.06672500 0.03109070 0.03109100
Ar libxc PW minus PW_MOD: -5.858 microhartree
Ar poorer-basis energy change: 48.396 millihartree
Ar poorer-basis spread: 63.993 microhartree
```
